# Singlet-triplet gap of two coupled dangling bonds

Two equivalent dangling orbitals, coupled by a hopping $t$ and holding one electron each on average, have a singlet ground state. If two electrons on the same orbital repel with energy $U\ge 0$, the triplet lies above the singlet by

$$J\equiv E_T-E_S=\frac{\sqrt{U^2+16t^2}-U}{2},\qquad J\simeq\frac{4t^2}{U}\quad(|t|\ll U).$$

The first expression solves the two-orbital Hubbard model without further approximation; the second is its leading term at strong repulsion. The model assumes orthogonal orbitals of equal energy, a rigid lattice, and no interaction between electrons on different orbitals. Orthogonality is kept throughout; the other assumptions are relaxed one at a time below. The algebra uses atomic units, with $k$ kept in thermal factors; numbers are in eV, nm and K.

## 1. Simplest case: no repulsion

Put both site energies at zero. The one-electron Hamiltonian has zeros on the diagonal and $-t$ off it, with $t$ real, so its levels are $-|t|$ (bonding) and $+|t|$ (antibonding).

Two electrons of opposite spin can share the bonding level, giving a singlet at $-2|t|$. Electrons in a triplet cannot share an orbital, so one is bonding and one antibonding, with total energy zero. Hence

$$J(U=0)=2|t|.$$

The price of this singlet is that both electrons are often on the same site. Repulsion penalizes that, and the next stage finds the compromise.

## 2. Repulsion switched on

The Hamiltonian is

$$H=-t\sum_s\left(c_{1s}^\dagger c_{2s}+c_{2s}^\dagger c_{1s}\right)+U\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow}.$$

Two electrons in four spin orbitals have six states. Define

$$|s\rangle=\frac{c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger-c_{1\downarrow}^\dagger c_{2\uparrow}^\dagger}{\sqrt2}|0\rangle,\qquad
|t_0\rangle=\frac{c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger+c_{1\downarrow}^\dagger c_{2\uparrow}^\dagger}{\sqrt2}|0\rangle,$$

$$|20\rangle=c_{1\uparrow}^\dagger c_{1\downarrow}^\dagger|0\rangle,\qquad |02\rangle=c_{2\uparrow}^\dagger c_{2\downarrow}^\dagger|0\rangle.$$

The other two states are the triplets with parallel spins, $c_{1s}^\dagger c_{2s}^\dagger|0\rangle$. I call $|s\rangle$ covalent and the doubly occupied states ionic.

Let $T$ be the hopping part of $H$. Acting on a product of creation operators, it replaces each in turn by its partner on the other site, in the same position, with factor $-t$. Thus

$$T c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger|0\rangle=-t\left(c_{2\uparrow}^\dagger c_{2\downarrow}^\dagger+c_{1\uparrow}^\dagger c_{1\downarrow}^\dagger\right)|0\rangle=-t(|02\rangle+|20\rangle),$$

$$T c_{1\downarrow}^\dagger c_{2\uparrow}^\dagger|0\rangle=-t\left(c_{2\downarrow}^\dagger c_{2\uparrow}^\dagger+c_{1\downarrow}^\dagger c_{1\uparrow}^\dagger\right)|0\rangle=+t(|02\rangle+|20\rangle).$$

The second sign changes because restoring the order up, down exchanges two fermion operators. The sum of the two lines vanishes, so $T|t_0\rangle=0$. For parallel spins, hopping would create the same spin orbital twice, which also gives zero. All three triplets therefore have $E_T=0$.

The difference of the lines gives

$$T|s\rangle=-\sqrt2\,t\left(|20\rangle+|02\rangle\right)=-2t|+\rangle,\qquad |\pm\rangle=\frac{|20\rangle\pm|02\rangle}{\sqrt2}.$$

The odd state $|-\rangle$ does not couple and stays at $U$. In the basis $(|s\rangle,|+\rangle)$,

$$H=\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix},\qquad E(E-U)-4t^2=0,$$

so that

$$E_\pm=\frac{U\pm\sqrt{U^2+16t^2}}2.$$

The lower root is $-J$. Since the roots add to $U$, the upper one is $U+J$. The six levels are $-J$, zero three times, $U$, and $U+J$. For $U>0$ and $t\neq0$ the triplet is the first excited level, and $J$ is the excitation gap at fixed electron number.

**Limits.** At $U=0$ the formula returns $2|t|$, as in Section 1. For strong repulsion, set $x=t/U$ and expand the root for $4|x|<1$:

$$\sqrt{1+16x^2}=1+8x^2-32x^4+256x^6-\cdots,$$

$$J=\frac{4t^2}{U}-\frac{16t^4}{U^3}+\frac{128t^6}{U^5}-\cdots.$$

As a numerical test, diagonalization at $x=0.02$ gives $(4t^2/U-J)U^3/t^4=15.95$. The series predicts $16-128x^2=15.95$.

The error of the leading law also has a closed form. Substituting $E=-J$ in the quadratic gives

$$J(J+U)=4t^2,\qquad\text{hence}\qquad \frac{4t^2/U}{J}-1=\frac JU.$$

The leading law thus overestimates the gap by the fraction $J/U$ of the true model gap. The overshoot reaches 10 % when $J=0.1U$, or $|t|/U=\sqrt{0.1\times1.1/4}=0.166$.

## 3. What the singlet looks like

Write the ground state as $a|s\rangle+b|+\rangle$. The first row of the eigenvalue equation is $-2tb=-Ja$, so $b/a=J/(2t)$. The ionic weight is

$$w=\frac{b^2}{a^2+b^2}=\frac{J^2}{4t^2+J^2}=\frac{J^2}{J(J+U)+J^2}=\frac{J}{U+2J}.$$

It is one half at $U=0$, as expected for two independent electrons spread over two sites, and tends to zero at strong repulsion.

In that second regime the electrons are nearly localized, but a brief virtual hop still lowers the singlet. There are two ionic destinations, each reached with amplitude $-\sqrt2t$ at cost $U$. Second-order perturbation theory gives $-2\times2t^2/U=-4t^2/U$. The triplet has no such hop available. The gap is therefore kinetic in origin, although it takes the form of a spin interaction.

To see that form, use the total spin of two singly occupied sites:

$$\mathbf S_1\cdot\mathbf S_2=\tfrac12\left[S(S+1)-\tfrac34-\tfrac34\right]=\begin{cases}-3/4&S=0\\+1/4&S=1.\end{cases}$$

The operator $J(\mathbf S_1\cdot\mathbf S_2-1/4)$ then gives $-J$ and $0$, the four low levels. It describes localized spins only to the extent that $w$ is small. A doubly occupied or empty site has no spin, so $\mathbf S_1\cdot\mathbf S_2|+\rangle=0$, and in the true model ground state

$$\langle\mathbf S_1\cdot\mathbf S_2\rangle=-\tfrac34(1-w).$$

## 4. Temperature and charge

At fixed electron number and $kT\ll U$, the ionic levels are empty. Relative to the triplet, the Boltzmann weights are $e^{J/kT}$ for the singlet and 1 for each of three triplets. The triplet fraction is

$$p_T=\frac{3}{3+e^{J/kT}}.$$

It vanishes as $T\to0$. For $J\ll kT\ll U$ it tends to $3/4$, the share of triplets among the four spin states.

The pair must also keep its two electrons. The lowest energies for one, two and three electrons are

$$E(1)=-|t|,\qquad E(2)=-J,\qquad E(3)=U-|t|.$$

The last holds because three electrons leave one hole, which hops with magnitude $|t|$, while one site is doubly occupied. At zero temperature two electrons are stable against losing or gaining one if the Fermi level $\mu$ satisfies

$$E(2)-E(1)=|t|-J<\mu<U-|t|+J=E(3)-E(2).$$

The window has width $U-2|t|+2J$. At $U=0$ this is $2|t|$, the distance from bonding to antibonding level. States with zero or four electrons do not intrude: they require $\mu<-J/2$ or $\mu>U+J/2$, which lie outside the window because $J\le2|t|$.

## 5. Interaction between the sites

Now let electrons on different orbitals repel with energy $V$, and include the direct exchange integral of real orbitals $\phi_1,\phi_2$,

$$K=\iint\frac{\phi_1(\mathbf r)\phi_2(\mathbf r)\,\phi_1(\mathbf r')\phi_2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

The covalent singlet has the symmetric spatial function $(\phi_1\phi_2+\phi_2\phi_1)/\sqrt2$ and interaction energy $V+K$. The triplet has the antisymmetric one and energy $V-K$. The same integral $K$ connects $\phi_1\phi_1$ to $\phi_2\phi_2$, which raises $|+\rangle$ to $U+K$. The remaining integral $X$, with three orbitals on one site and one on the other, is not small: it can be a sizeable fraction of the bare hopping and much larger than $K$. For two electrons on equivalent sites it enters only the coupling between $|s\rangle$ and $|+\rangle$, as $t\to t-X$, so $t$ below means this effective hopping. The singlet matrix becomes

$$\begin{pmatrix}V+K&-2t\\-2t&U+K\end{pmatrix}=(V+K)\mathbf 1+\begin{pmatrix}0&-2t\\-2t&W\end{pmatrix},\qquad W=U-V.$$

The last matrix is that of Section 2 with $U$ replaced by $W$. Writing $J_0(W)=[\sqrt{W^2+16t^2}-W]/2$, we have $E_S=V+K-J_0(W)$ and $E_T=V-K$, so

$$J=J_0(U-V)-2K.$$

Repulsion between sites increases the gap: a hop creates a positive and a negative site, whose attraction returns part of the cost $U$. Direct exchange favours the triplet and closes the gap at $K=J_0/2$. The odd state $|-\rangle$ moves to $U-K$, so the formula gives the lowest singlet only while $2K<W+J_0$. For $V=K=0$ the original result returns.

## 6. Unequal sites

Let the site energies be $+D/2$ and $-D/2$, with $K=0$ and energies measured from $V$. The covalent states stay at zero, while $|20\rangle$ and $|02\rangle$ move to $W+D$ and $W-D$. With amplitudes $a,b_1,b_2$, the singlet equations are

$$Ea=-\sqrt2t(b_1+b_2),\qquad (W\pm D-E)\,b_{1,2}=\sqrt2t\,a.$$

Eliminating $b_1,b_2$ and setting $E=-J$ gives

$$J=2t^2\left(\frac1{W+D+J}+\frac1{W-D+J}\right).$$

The root for the ground state has both denominators positive. At $D=0$ this is $J(J+W)=4t^2$. For weak hopping and $|D|<W$, with $W-|D|\gg |t|$, it becomes $J\simeq4t^2W/(W^2-D^2)$. An offset thus increases the gap, since the cheaper hop gains more than the dearer one loses. If $|D|$ exceeds $W$, the weak-hopping ground state has both electrons on the lower site, and the picture of two half-filled orbitals fails.

## 7. A lattice that responds

A charged site displaces its surroundings and gains a relaxation energy $\lambda$. In an ionic state the two sites carry opposite charges, so they push the relative lattice mode one way or the other. Take linear coupling and one mode of energy $\omega$, measured from its zero point:

$$H_{\rm lat}=\omega a^\dagger a+g(a+a^\dagger)\left(|20\rangle\langle20|-|02\rangle\langle02|\right),\qquad \frac{g^2}{\omega}=2\lambda.$$

For the ionic states, completing the square gives

$$\omega a^\dagger a\pm g(a+a^\dagger)=\omega\left(a^\dagger\pm\frac g\omega\right)\left(a\pm\frac g\omega\right)-2\lambda.$$

A hop with the lattice frozen costs $W_v$; after relaxation the cost is $W_r=W_v-2\lambda$. Two inequalities enclose the gap for equal sites.

- A trial state with the mode in its undisplaced ground state has energy $-J_0(W_v)$. The true singlet cannot lie higher, so $J\ge J_0(W_v)$.
- The oscillator terms $\omega a^\dagger a$ and $\omega(a^\dagger\pm g/\omega)(a\pm g/\omega)$ are non-negative. Dropping them leaves the electronic matrix with cost $W_r$, whose lowest level cannot lie above the true one. Hence $J\le J_0(W_r)$.

The triplet stays at zero, so

$$J_0(W_v)\le J\le J_0(W_r).$$

A slow lattice has no time to follow a virtual hop, which suggests a gap near the lower bound. The example below puts a number on this.

## 8. A close pair at the Si/SiO$_2$ interface

A dangling bond at this interface is a silicon atom with one unsaturated orbital. It can be positive, neutral or negative, and its two charge-transition levels are separated by several tenths of an eV. I take $U=0.6$ eV as a rough value of that separation. The hopping $t=0.03$ eV is chosen, not computed, for a pair $0.77$ nm apart. Then

$$J=\frac{\sqrt{0.6^2+16(0.03)^2}-0.6}{2}\ \text{eV}=\frac{0.61188-0.60000}{2}\ \text{eV}=0.00594\ \text{eV},$$

equivalent to $J/k=69$ K. Diagonalization of the model in its full 16-state space gives the same value. The leading law gives $4(0.03)^2/0.6=0.00600$ eV, an overshoot of 1.0 %, in agreement with $J/U$. The singlet is 1.0 % ionic and its spin correlation is $-0.743$, so the localized-spin picture is good here.

With $U$ held fixed, the hopping changes the picture as follows:

| $t$ (eV) | $J$ (eV) | $4t^2/U$ (eV) |
|---|---|---|
| 0.01 | 0.00067 | 0.00067 |
| 0.03 | 0.0059 | 0.0060 |
| 0.10 | 0.061 | 0.067 |
| 0.30 | 0.37 | 0.60 |

In the last row $t/U=0.5$, and the leading law is no longer useful.

The triplet fraction is 0.3 % at 10 K, 55 % at 77 K and 70 % at 300 K. The pair is thus nearly nonmagnetic at 10 K, while at room temperature its spins are close to the uncorrelated limit of 75 %. In the basic model, with a rigid lattice and $V=0$, the Fermi-level window for two electrons is $0.6-0.06+0.012=0.55$ eV wide. At its middle and 300 K, the chance of another charge state is $3\times10^{-5}$. A gate bias that moves the Fermi level out of the window changes the charge, and this singlet-triplet gap then no longer describes the pair.

**Intersite repulsion.** For a point charge on a flat boundary between two dielectrics, try $1/(\bar\epsilon r)$ as the potential. It is continuous, and its radial field has no component normal to the boundary. Gauss's law over the two hemispheres gives $2\pi(\epsilon_1+\epsilon_2)/\bar\epsilon=4\pi$, so $\bar\epsilon=(\epsilon_1+\epsilon_2)/2$. With 11.7 for silicon and the electronic value 2.1 for the oxide, $\bar\epsilon=6.9$ and $V=0.27$ eV. The cost falls to 0.33 eV and the gap rises to 0.0106 eV, 1.8 times the first result. Bulk permittivities are crude at this distance, so this is an estimate of size.

**Lattice relaxation.** The separation of charge-transition levels compares relaxed charge states, so $U=0.6$ eV is a relaxed cost. With a rough $\lambda=0.1$ eV per site, the vertical cost is 0.8 eV. For $V=0$ and a phonon energy of 0.05 eV, diagonalization with the lattice mode gives $J=0.004543$ eV. This is 1.5 % above the lower bound, 0.004475 eV, and well below the upper bound, 0.005941 eV. The lattice is slow: $1/U$ corresponds to 1.1 fs and $1/\omega$ to 13 fs (a period of 83 fs). The size of the excess follows from second order in $t$. A hop reaches displaced-oscillator states whose cost has mean $W_v$ and variance $2\lambda\omega$, and averaging the inverse cost raises $J$ by about $2\lambda\omega/W_v^2=2(0.1)(0.05)/0.8^2=1.6$ %.

**Disorder and field.** A site offset of 0.1 eV, taken alone, raises the gap by 3 %, to 0.0061 eV. A lateral field of 0.1 MV/cm produces an offset of 0.008 eV across the pair and changes the gap negligibly.

**Direct exchange.** It would have to reach 0.0030 eV to close the gap of the basic model. Its actual size depends on the orbitals and has not been computed, so the singlet ground state of a real pair is not guaranteed by this example.

With $V$, relaxation and disorder together, the gap is 0.0073 eV, or 84 K. This is 22 % above the basic result. The modest change conceals two larger ones of opposite sign: intersite attraction after a hop lowers its cost, and the frozen lattice raises it. The combined value is for the lattice mode in its quantum ground state, without thermal phonons, and keeps $t$ fixed.

Set beside a real interface, an important uncertainty is $t$, which was chosen and not computed. At strong repulsion $J\propto t^2$, so halving $t$ reduces the gap about fourfold, more than the combined correction above. Real devices also break the assumption that a partner is present. For defects of density $n$ placed at random in a continuous plane, which ignores the discrete atomic sites, the chance that a small area $\delta A$ is empty is $1-n\,\delta A$; multiplying over a disc of radius $d$ gives $e^{-\pi nd^2}$. With $n=10^{12}$ cm$^{-2}=0.01$ nm$^{-2}$, the chance of a neighbour within 0.77 nm is

$$1-e^{-\pi(0.01)(0.77)^2}=1.85\ \%.$$

That density is roughly typical of an interface without hydrogen passivation; a well-passivated one has far fewer active defects, and close pairs are correspondingly rarer. The calculated gap therefore describes an uncommon close pair, not the average interface defect. The numerical output below lists the values used here.

## Table of computed values

```
Input repulsion U: 0.60 eV
Input hopping t: 0.030 eV
Input spacing: 0.77 nm
Ratio t/U: 0.050
Square root sqrt(U^2+16t^2): 0.611882 eV
Gap J, closed form: 0.005941 eV
Gap J, Fock-space diagonalization: 0.005941 eV
Gap as temperature J/k: 68.9 K
Strong-repulsion law 4t^2/U: 0.006000 eV
Overshoot of that law: 0.99 %
t/U where overshoot is 10 %: 0.1658
Numerical t^4/U^3 coefficient at t/U=0.02: 15.95
Ionic weight of singlet: 0.971 %
Spin correlation <S1.S2>: -0.7427
Triplet fraction at 10 K: 0.00303
Triplet fraction at 77 K: 0.551
Triplet fraction at 300 K: 0.704
Gap against hopping at the same U:
  t=0.01 eV: J=0.000666 eV, 4t^2/U=0.000667 eV
  t=0.03 eV: J=0.005941 eV, 4t^2/U=0.006000 eV
  t=0.10 eV: J=0.060555 eV, 4t^2/U=0.066667 eV
  t=0.30 eV: J=0.370820 eV, 4t^2/U=0.600000 eV
Two-electron Fermi-level window: 0.5519 eV
Chance of other charge, mid-window, 300 K: 3.00e-05
Input permittivities Si, oxide (electronic): 11.7, 2.1
Mean relative permittivity: 6.90
Intersite repulsion V: 0.271 eV
Reduced cost U-V: 0.329 eV
Gap with V: 0.010601 eV
Input relaxation per charged site: 0.10 eV
Input phonon energy: 0.050 eV
Virtual-hop time hbar/U: 1.10 fs
Phonon period: 82.7 fs
Vertical cost U+2*relaxation: 0.80 eV
Gap at rigid vertical cost: 0.004475 eV
Gap with lattice relaxation: 0.004543 eV
Input site offset from disorder: 0.10 eV
Gap with site offset: 0.006106 eV
Input lateral field: 0.10 MV/cm
Site offset from lateral field: 0.0077 eV
Gap with lateral field: 0.005942 eV
Direct exchange K that closes gap: 0.002971 eV
Gap with V, relaxation and disorder: 0.007256 eV
Combined gap as temperature: 84.2 K
Ratio combined gap to model gap: 1.221
Input defect density: 1.0e+12 cm^-2
Chance of neighbour within spacing: 1.85 %
```
